# Vapour pressure and thermal life of a heated precursor stock: a numerical check

```python
"""
Result under test: a continuously heated precursor stock cannot provide
5 torr and a 30-day half-life together, for the parameters below.

P0, T0 : reference saturation pressure (torr) and temperature (K)
H, E   : vaporisation enthalpy and decomposition barrier (J/mol)
A      : first-order prefactor (1/s)
Closed form: half_life(P) = half_life(P0) * (P/P0)**(-E/H).
The checks integrate the Clapeyron and decay equations numerically.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

R = constants.R
DAY = constants.day
HOUR = constants.hour
TORR = constants.torr
P0, T0 = 1.0, 373.0
H, E, A = 70e3, 140e3, 1e13
P_target = 5.0
month = 30 * DAY
OPTIONS = dict(method="DOP853", rtol=1e-10, atol=1e-12)


def rate(T, barrier=E, prefactor=A):
    return prefactor * np.exp(-barrier / (R * T))


def integrated_temperature(P, enthalpy=H, heat_capacity_change=0.0):
    """Temperature at pressure P from the differential Clapeyron law."""
    target = np.log(P / P0)

    def slope(T, y):
        local_h = enthalpy + heat_capacity_change * (T - T0)
        return [local_h / (R * T**2)]

    def reached(T, y):
        return y[0] - target
    reached.terminal = True
    end = 520.0 if P > P0 else 300.0
    result = solve_ivp(slope, (T0, end), [0.0], events=reached, **OPTIONS)
    assert len(result.t_events[0]) == 1
    return result.t_events[0][0]


def integrated_pressure(T_end):
    """Saturation pressure at T_end from the differential law."""
    if T_end == T0:
        return P0
    result = solve_ivp(lambda T, y: [H / (R * T**2)],
                       (T0, T_end), [0.0], **OPTIONS)
    return P0 * np.exp(result.y[0, -1])


def simulated_time(k, fraction=0.5):
    """Time at which a simulated first-order decay reaches fraction."""
    def reached(t, n):
        return n[0] - fraction
    reached.terminal = True
    result = solve_ivp(lambda t, n: [-k * n[0]], (0, 1e13), [1.0],
                       events=reached, **OPTIONS)
    assert len(result.t_events[0]) == 1
    return result.t_events[0][0]


def simulated_survival(k, duration, start=1.0):
    result = solve_ivp(lambda t, n: [-k * n[0]], (0, duration), [start],
                       method="Radau", rtol=1e-9, atol=1e-13)
    return result.y[0, -1]


# Source temperature and half-life from the closed forms.
T5 = 1 / (1 / T0 - R / H * np.log(P_target / P0))
k0, k5 = rate(T0), rate(T5)
life0, life5 = np.log(2) / k0, np.log(2) / k5
assert abs(T5 - integrated_temperature(P_target)) < 1e-5
assert abs(simulated_time(k5) / life5 - 1) < 1e-6
assert life5 < month

# The pressure-life power law, including a second parameter pair.
for barrier, enthalpy in ((E, H), (120e3, 90e3)):
    reference = np.log(2) / rate(T0, barrier)
    for pressure in (0.2, 2.0, 5.0, 20.0):
        temperature = integrated_temperature(pressure, enthalpy)
        simulated = simulated_time(rate(temperature, barrier))
        predicted = reference * (pressure / P0) ** (-barrier / enthalpy)
        assert abs(simulated / predicted - 1) < 1e-5

# Highest temperature and pressure compatible with a month.
T_month = E / (R * np.log(A * month / np.log(2)))
P_month = P0 * (life0 / month) ** (H / E)
assert abs(simulated_survival(rate(T_month), month) - 0.5) < 1e-6
assert abs(integrated_pressure(T_month) / P_month - 1) < 1e-6

# Neither window is empty, but they have no common temperature.
scan = np.linspace(340, 460, 25)
delivers = np.array([integrated_pressure(T) >= P_target for T in scan])
survives = np.array([simulated_survival(rate(T), month) >= 0.5
                     for T in scan])
assert delivers.any() and survives.any()
assert not np.any(delivers & survives)

# Changes, one at a time, that would just permit a month at 5 torr.
E_needed = R * T5 * np.log(A * month / np.log(2))
A_needed = A * life5 / month
H_needed = E * np.log(P_target / P0) / np.log(life0 / month)
assert abs(simulated_time(rate(T5, E_needed)) / month - 1) < 1e-6
assert abs(simulated_time(rate(T5, E, A_needed)) / month - 1) < 1e-6
T_steep = integrated_temperature(P_target, H_needed)
assert abs(simulated_time(rate(T_steep)) / month - 1) < 1e-5
life_low = np.log(2) / rate(T5, E - 5e3)
life_high = np.log(2) / rate(T5, E + 5e3)
assert life_low < life5 < life_high < month

# Daily heating that leaves half of the stock after 30 cycles.
T_cold = 298.0
k_cold = rate(T_cold)
hot_fraction = (np.log(2) / month - k_cold) / (k5 - k_cold)
remaining = 1.0
for _ in range(30):
    remaining = simulated_survival(k5, hot_fraction * DAY, remaining)
    remaining = simulated_survival(k_cold, (1 - hot_fraction) * DAY,
                                   remaining)
assert abs(remaining - 0.5) < 1e-6

# Practical loss times.
time_5_percent = -np.log(0.95) / k5
assert abs(simulated_time(k5, 0.95) / time_5_percent - 1) < 1e-6
month_survival = np.exp(-k5 * month)
assert abs(simulated_survival(k5, month) - month_survival) < 1e-9
transit_time = 1.0
transit_loss = -np.expm1(-k5 * transit_time)

# Dissolved residue: raise temperature to hold x * P_saturation at 5 torr.
ratio = E / H
feedback_life = (1 - 2 ** (-ratio)) / (ratio * k5)
curve = solve_ivp(lambda T, y: [H / (R * T**2)], (T0, 460.0), [0.0],
                  dense_output=True, max_step=2.0, **OPTIONS)


def controlled_temperature(x):
    return brentq(lambda T: x * P0 * np.exp(curve.sol(T)[0]) - P_target,
                  T0, 460.0, xtol=1e-10)


def half_left(t, x):
    return x[0] - 0.5


half_left.terminal = True
feedback = solve_ivp(
    lambda t, x: [-rate(controlled_temperature(x[0])) * x[0]],
    (0, life5), [1.0], events=half_left, method="DOP853",
    rtol=1e-8, atol=1e-10)
assert len(feedback.t_events[0]) == 1
assert abs(feedback.t_events[0][0] / feedback_life - 1) < 1e-5
assert feedback_life < life5
T_feedback = controlled_temperature(0.5)

# Other neglected effects, using rough inputs.
delta_cp = -100.0
T_cp = integrated_temperature(P_target, H, delta_cp)
life_cp = simulated_time(rate(T_cp))
assert T_cp > T5 and life_cp < life5
virial = -3000e-6
nonideality = virial * P_target * TORR / (R * T5)
liquid_volume = 300e-6
carrier_pressure = 760.0
poynting = np.expm1(liquid_volume * carrier_pressure * TORR / (R * T5))
assert abs(nonideality) < 0.01 and poynting < 0.05
line_drop = 1.0
T_drop = integrated_temperature(P_target + line_drop)
life_drop = simulated_time(rate(T_drop))
assert life_drop < life5

print(f"Reference pressure: {P0:.1f} torr")
print(f"Reference temperature: {T0:.1f} K")
print(f"Vaporisation enthalpy: {H/1e3:.1f} kJ/mol")
print(f"Decomposition barrier: {E/1e3:.1f} kJ/mol")
print(f"Prefactor: {A:.1e} 1/s")
print(f"Gas constant: {R:.5f} J/(mol K)")
print(f"Target pressure: {P_target:.1f} torr")
print(f"Required half-life: {month/DAY:.1f} days = {month:.4e} s")
print(f"Barrier/enthalpy ratio: {ratio:.3f} (no unit)")
print(f"Natural log of pressure ratio: {np.log(P_target/P0):.5f} (no unit)")
print(f"Rate constant at reference: {k0:.4e} 1/s")
print(f"Half-life at reference: {life0/DAY:.2f} days")
print(f"Source temperature for target: {T5:.2f} K")
print(f"E/(RT) at target: {E/(R*T5):.4f} (no unit)")
print(f"Rate constant at target: {k5:.4e} 1/s")
print(f"Half-life at target: {life5/DAY:.3f} days = {life5/HOUR:.1f} h")
print(f"Life reduction from reference: {life0/life5:.2f} times")
print(f"Shortfall from 30 days: {month/life5:.2f} times")
print(f"Time to 5 percent loss: {time_5_percent/HOUR:.2f} h")
print(f"Fraction left after 30 days: {month_survival:.2e} (no unit)")
print(f"Maximum temperature for 30-day life: {T_month:.2f} K")
print(f"Maximum pressure for 30-day life: {P_month:.3f} torr")
print(f"Barrier needed for both: {E_needed/1e3:.2f} kJ/mol")
print(f"Barrier increase needed: {(E_needed-E)/1e3:.2f} kJ/mol")
print(f"Prefactor needed for both: {A_needed:.2e} 1/s")
print(f"Enthalpy needed for both: {H_needed/1e3:.0f} kJ/mol")
print(f"Life with barrier 5 kJ/mol lower: {life_low/DAY:.3f} days")
print(f"Life with barrier 5 kJ/mol higher: {life_high/DAY:.2f} days")
print(f"Cold storage temperature: {T_cold:.1f} K")
print(f"Cold storage rate constant: {k_cold:.2e} 1/s")
print(f"Permitted hot fraction: {100*hot_fraction:.2f} percent")
print(f"Permitted hot time per day: {24*hot_fraction:.2f} h")
print(f"Vapour transit time: {transit_time:.1f} s")
print(f"Fraction lost in transit: {transit_loss:.2e} (no unit)")
print(f"Half-loss time with residue feedback: {feedback_life/HOUR:.1f} h")
print(f"Feedback/fixed-temperature life: {feedback_life/life5:.3f}")
print(f"Feedback temperature at half loss: {T_feedback:.2f} K")
print(f"Rough heat-capacity change: {delta_cp:.0f} J/(mol K)")
print(f"Temperature with heat-capacity change: {T_cp:.2f} K")
print(f"Life with heat-capacity change: {life_cp/DAY:.3f} days")
print(f"Rough second virial coefficient: {virial*1e6:.0f} cm3/mol")
print(f"Vapour compressibility correction: {100*nonideality:.3f} percent")
print(f"Rough liquid molar volume: {liquid_volume*1e6:.0f} cm3/mol")
print(f"Carrier pressure: {carrier_pressure:.0f} torr")
print(f"Poynting pressure increase: {100*poynting:.2f} percent")
print(f"Assumed line pressure drop: {line_drop:.1f} torr")
print(f"Source temperature with line drop: {T_drop:.2f} K")
print(f"Life with line drop: {life_drop/DAY:.3f} days")
print("all assertions hold")
```

Printed output:

```
Reference pressure: 1.0 torr
Reference temperature: 373.0 K
Vaporisation enthalpy: 70.0 kJ/mol
Decomposition barrier: 140.0 kJ/mol
Prefactor: 1.0e+13 1/s
Gas constant: 8.31446 J/(mol K)
Target pressure: 5.0 torr
Required half-life: 30.0 days = 2.5920e+06 s
Barrier/enthalpy ratio: 2.000 (no unit)
Natural log of pressure ratio: 1.60944 (no unit)
Rate constant at reference: 2.4825e-07 1/s
Half-life at reference: 32.32 days
Source temperature for target: 401.64 K
E/(RT) at target: 41.9236 (no unit)
Rate constant at target: 6.2062e-06 1/s
Half-life at target: 1.293 days = 31.0 h
Life reduction from reference: 25.00 times
Shortfall from 30 days: 23.21 times
Time to 5 percent loss: 2.30 h
Fraction left after 30 days: 1.03e-07 (no unit)
Maximum temperature for 30-day life: 373.62 K
Maximum pressure for 30-day life: 1.038 torr
Barrier needed for both: 150.50 kJ/mol
Barrier increase needed: 10.50 kJ/mol
Prefactor needed for both: 4.31e+11 1/s
Enthalpy needed for both: 3029 kJ/mol
Life with barrier 5 kJ/mol lower: 0.289 days
Life with barrier 5 kJ/mol higher: 5.78 days
Cold storage temperature: 298.0 K
Cold storage rate constant: 2.89e-12 1/s
Permitted hot fraction: 4.31 percent
Permitted hot time per day: 1.03 h
Vapour transit time: 1.0 s
Fraction lost in transit: 6.21e-06 (no unit)
Half-loss time with residue feedback: 16.8 h
Feedback/fixed-temperature life: 0.541
Feedback temperature at half loss: 415.37 K
Rough heat-capacity change: -100 J/(mol K)
Temperature with heat-capacity change: 402.28 K
Life with heat-capacity change: 1.209 days
Rough second virial coefficient: -3000 cm3/mol
Vapour compressibility correction: -0.060 percent
Rough liquid molar volume: 300 cm3/mol
Carrier pressure: 760 torr
Poynting pressure increase: 0.91 percent
Assumed line pressure drop: 1.0 torr
Source temperature with line drop: 405.16 K
Life with line drop: 0.898 days
all assertions hold
```
